# Body order and range of MACE-type message-passing potentials, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I am told that a MACE network with two layers is a many-body potential, and that it sees further than its cutoff. A network is a chain of sums and products of learned functions, and I don't see any pairs, triplets or larger clusters in it. How many atoms can one term of its energy involve, how far apart can they be, and what does "term" mean here?

**A.** The word needs a definition that ignores the inner workings of the model. Take a finite set of atoms with positions $\mathbf r_j$ and species $z_j$, lengths in bohr and energies in Rydberg. Let $F_i$ be any quantity the model assigns to atom $i$, such as its site energy. For a subset $U$ of the atoms that contains $i$, let $F_i(U)$ be the value obtained when every atom outside $U$ is deleted. For a set $S\ni i$ define

$$V_i(S)=\sum_{U:\ i\in U\subseteq S}(-1)^{|S|-|U|}\,F_i(U).$$

For $S=\{i,j\}$ this is $F_i(ij)-F_i(i)$, the effect of adding $j$. For $S=\{i,j,k\}$ it is $F_i(ijk)-F_i(ij)-F_i(ik)+F_i(i)$, the part of the joint effect of $j$ and $k$ that is not the sum of their separate effects. $V_i(S)$ is built from sub-clusters of $S$ alone, so it depends only on the positions and species of the atoms in $S$, and it is the $|S|$-body term. The body order of $F_i$ is the largest $|S|$ for which $V_i(S)$ is nonzero in some geometry. The central atom is counted.

**Q.** That alternating sum has $2^{|S|-1}$ entries. I can't evaluate it by hand for a network.

**A.** It can be read off as a polynomial coefficient. Give every atom $j\ne i$ an occupation $\eta_j\in\{0,1\}$, equal to 1 if the atom is present. Then $F_i$ is a function of the occupations. Suppose it has been written as

$$F_i=\sum_{S\ni i}c(S)\prod_{j\in S\setminus i}\eta_j ,$$

with each $\eta_j$ at most to the first power, which can always be arranged for a polynomial because $\eta_j^2=\eta_j$. On the sub-cluster $U$ the product is 1 if $S\subseteq U$ and 0 otherwise, so $F_i(U)=\sum_{i\in S'\subseteq U}c(S')$. Insert this in the definition and exchange the sums:

$$V_i(S)=\sum_{S'\subseteq S}c(S')\sum_{U:\ S'\subseteq U\subseteq S}(-1)^{|S|-|U|}.$$

With $m=|S|-|S'|$, there are $\binom{m}{q}$ sets $U$ that omit $q$ of the $m$ atoms of $S\setminus S'$, each with sign $(-1)^q$. The inner sum is $\sum_q\binom mq(-1)^q=(1-1)^m$, which is 1 for $m=0$ and 0 otherwise. Hence $V_i(S)=c(S)$. This is Möbius inversion on subsets. The expansion is unique, and the body order is one plus the highest degree in $\eta$ after reduction by $\eta^2=\eta$. I call $S$ the support of the monomial $\prod_{j\in S\setminus i}\eta_j$, the centre always included.

**Q.** Then write the model down, with every assumption you intend to use.

**A.** Atoms $i$ and $j$ are neighbours if $0<r_{ij}<r_c$. Each atom carries features $h^{(t)}_{i,klm}$ after $t$ layers, with channel index $k$, where the $2l+1$ components $m$ transform under rotations like the spherical harmonics $Y_l^m$. The start, $h^{(0)}_{i,k00}$, is a learned number for each species. A layer has three steps. The first pools two-atom messages:

$$A^{(t)}_{i,kl_3m_3}=\frac1\lambda\sum_{j\neq i}\ \sum_{l_1m_1l_2m_2}C^{l_3m_3}_{l_1m_1,l_2m_2}\,R^{(t)}_{kl_1l_2l_3}(r_{ij})\,Y_{l_1}^{m_1}(\hat{\mathbf r}_{ij})\sum_{k'}W^{(t)}_{kk'l_2}\,h^{(t)}_{j,k'l_2m_2}.$$

The $C$ are Clebsch–Gordan coefficients, fixed numbers that combine two rotating objects into one of rank $l_3$. The radial functions $R$ vanish for $r\ge r_c$ and are otherwise arbitrary. The normalisation $\lambda$ is a constant. The second step forms products of $\mu=1,\dots,\nu$ pooled messages,

$$B^{(t)}_{i,\mu\gamma kLM}=\sum_{l_1m_1\cdots l_\mu m_\mu}\mathcal C^{LM}_{\gamma;\,l_1m_1\cdots l_\mu m_\mu}\prod_{\xi=1}^{\mu}A^{(t)}_{i,kl_\xi m_\xi},$$

where $\mathcal C$ are again fixed coupling numbers and $\gamma$ labels the independent ways of coupling to rank $L$. The integer $\nu$ is the correlation order. The third step is the update

$$h^{(t+1)}_i=\mathcal L^{(t)}_{z_i}\big[B^{(t)}_i\big]+\mathcal L'^{(t)}_{z_i}\big[h^{(t)}_i\big],$$

with $\mathcal L$ and $\mathcal L'$ linear maps that may depend on the species of $i$; the second is the residual connection. After $T$ layers the site energy is $E_i=\epsilon_{z_i}+\sum_{t=1}^{T}\mathcal R_t(h^{(t)}_{i,k00})$ and the total energy is $\sum_iE_i$. The assumptions that matter are three: $\lambda$ is constant, the updates are linear, and, for now, every readout $\mathcal R_t$ is linear.

**Q.** Where do the occupations enter? Deleting an atom changes the features of its neighbours, then of their neighbours, and so on.

**A.** They enter in one place: multiply the message sent by $j$ by $\eta_j$, that is, replace $h_j$ by $\eta_jh_j$ in $A_i$. The claim is that every present atom then has the same features as in the cluster with the absent atoms deleted, and it follows by induction on $t$. At $t=0$ the features depend on the own species only. If the claim holds at $t$, then for a present atom $i$ the sum in $A_i^{(t)}$ loses exactly the terms of absent senders and keeps the others with correct $h_j^{(t)}$. The products and the update use only $A_i$ and $h_i$, so the claim holds at $t+1$. Absent atoms acquire meaningless features, but these are multiplied by zero whenever they are sent. The step uses that $\lambda$ does not change on deletion. The numerical check tests the equivalence on five random sub-clusters by deleting the atoms outright.

**Q.** The radial functions may be small neural networks with nonlinear activations, and the angular coupling is elaborate. Neither can be harmless.

**A.** Both are harmless for this count, because of three rules about supports.

First, a linear map with coefficients independent of $\eta$ sends a sum of monomials to a sum of the same monomials. It can cancel a support but cannot create one. The channel mixing $W$, the maps $\mathcal L$, $\mathcal L'$, the linear readouts and the contraction with $C$ or $\mathcal C$ are all of this kind.

Second, a product of monomials with supports $S_1$ and $S_2$ is a monomial with support $S_1\cup S_2$, since repeated $\eta_j$ collapse to one.

Third, the factor $R(r_{ij})Y(\hat{\mathbf r}_{ij})$ is a function of the positions of $i$ and $j$ only. However nonlinear it is in $r_{ij}$, it contains no occupation of a third atom, so it ties $i$ to $j$ and to nothing else. The same holds if $R$ also depends on $z_i$ and $z_j$.

Nonlinearity matters only when it acts on something that has already been summed over neighbours.

**Q.** Use the rules. What is the order after each layer?

**A.** Let $N_t$ be an upper bound on the size of any support in $h^{(t)}_j$, with $j$ counted. The embedding has support $\{j\}$, so $N_0=1$.

One term of $A_i^{(t)}$ is $\eta_j$ times a two-atom factor times a monomial of $h_j^{(t)}$ with support $S_j\ni j$. Its support, centred on $i$, is $\{i\}\cup S_j$, of size at most $1+N_t$.

One term of $B_i^{(t)}$ is a product of $\mu\le\nu$ such terms, with support $\{i\}\cup S_{j_1}\cup\dots\cup S_{j_\mu}$. The centre $i$ is shared by all factors and is counted once, so the size is at most $1+\mu N_t\le1+\nu N_t$.

The update is linear in $B_i$ and in $h_i^{(t)}$. The residual part has supports of size at most $N_t$, which is less than $1+\nu N_t$. Therefore

$$N_{t+1}=1+\nu N_t,\qquad N_0=1 .$$

Iterating, $N_1=1+\nu$, $N_2=1+\nu(1+\nu)=1+\nu+\nu^2$, and $N_T=\sum_{s=0}^{T}\nu^s$. Multiplying by $\nu$ and subtracting gives $(\nu-1)N_T=\nu^{T+1}-1$, so

$$N_T=\frac{\nu^{T+1}-1}{\nu-1}\quad(\nu\ge2),\qquad N_T=T+1\quad(\nu=1).$$

Linear readouts add features of layers $1,\dots,T$, so $E_i$ has body order at most $N_T$. For $\nu=3$ the sequence is $N_0=1$, $N_1=4$, $N_2=1+3\cdot4=13$. In the second layer one message involves five atoms, namely $i$, $j$ and three neighbours of $j$; three such messages share $i$, and $3\times5-2=13$. The limiting cases are familiar ones. With $T=1$, $\nu=1$ the model is a pair potential. With $T=1$ and general $\nu$ it has the form of an atomic cluster expansion of body order $\nu+1$, with products taken within each channel. With $\nu=1$ and linear updates each layer adds a single atom.

**Q.** The sums over neighbours in a product run independently, so the same atom can turn up twice. And $i$ is itself a neighbour of $j$. Your thirteen atoms need not be thirteen different atoms.

**A.** Correct, and that is why thirteen is so far only a bound. The structure is clearest when the recursion is unrolled. Every monomial of $h_i^{(t)}$ is labelled by a rooted tree $\tau$ of depth at most $t$, with at most $\nu$ children per node, and a map $\phi$ from the nodes to atoms, with the root sent to $i$ and every edge sent to a neighbour pair. Its support is the image $\phi(\tau)$. The proof is again induction. At $t=0$ the tree is the root alone. A term of $B_i^{(t)}$ picks neighbours $j_1,\dots,j_\mu$ and for each a monomial of $h^{(t)}_{j_\xi}$, which has its own tree of depth at most $t$. Joining these $\mu$ roots to a new root mapped to $i$ gives a tree of depth at most $t+1$, and each new edge carries a factor $R(r_{ij_\xi})$ that vanishes unless the pair are neighbours. The residual term passes on the trees of depth at most $t$.

The full tree has $\nu^s$ nodes at depth $s$, which reproduces $N_T=\sum_s\nu^s$; for $T=2$, $\nu=3$ it has one root, three children and nine grandchildren. Nothing forces $\phi$ to be one-to-one. Two children may land on the same atom, a grandchild may land back on $i$ or on another child, and each coincidence shrinks the image. A thirteen-body term arises only from one-to-one maps of the full tree. So $V_i(S)\neq0$ requires that $S$ be the image of such a tree, and the geometry can forbid large images. On a chain in which each atom has only its two adjacent atoms as neighbours, a tree of depth two can reach the centre and two atoms on either side, five in all. The program finds order 5 for the middle site of a 7-atom chain with spacing $0.8\,r_c$.

**Q.** So far you have shown that it cannot exceed thirteen. It might be less in every geometry, through some cancellation.

**A.** One explicit case settles that. Restrict the model to one channel and to $l=0$, with $h^{(0)}=1$, the same radial weight $w_{jk}=w(r_{jk})$ in both layers, unit residual in the first layer, none in the second, and a readout of the second layer only:

$$a_j=\sum_k\eta_kw_{jk},\qquad s_j=1+b_1a_j+b_2a_j^2+b_3a_j^3,$$

$$A_i=\sum_j\eta_jw_{ij}s_j,\qquad E_i=c_1A_i+c_2A_i^2+c_3A_i^3 .$$

This is the general model with most weights set to zero. Take a geometry whose neighbour graph is itself a tree, with all bonds of equal length and weight $w$: a root $i$, children $j$, and for each child three outer atoms with occupations $\eta_{j1},\eta_{j2},\eta_{j3}$. Let $S$ hold the root, three children and their nine outer atoms. We need the coefficient of the product of all twelve occupations.

The root is present, so $a_j=w(1+\sigma_j)$ with $\sigma_j=\eta_{j1}+\eta_{j2}+\eta_{j3}$. The monomial $\eta_{j1}\eta_{j2}\eta_{j3}$ has degree three and can come only from $a_j^3=w^3(1+3\sigma_j+3\sigma_j^2+\sigma_j^3)$, and within it only from $\sigma_j^3$. Expanding $\sigma_j^3$ gives $27$ ordered triples, of which $3!$ have three different atoms. So $s_j$ contains $3!\,b_3w^3\,\eta_{j1}\eta_{j2}\eta_{j3}$, and the highest monomial that child $j$ contributes to $A_i$ is

$$3!\,b_3w^4\;\eta_j\eta_{j1}\eta_{j2}\eta_{j3},$$

of degree four. Degree twelve needs three factors of degree four with no atom in common. Terms from $A_i$ and $A_i^2$ have degree at most four and eight. In $A_i^3$ the three factors must come from the three different children, in any of $3!$ orders. Hence

$$V_{13}=c_3\cdot3!\cdot\big(3!\,b_3w^4\big)^3=(3!)^4\,c_3\,b_3^3\,w^{12}.$$

The power twelve is one factor of $w$ for each edge of the tree, and each $3!$ counts the orderings of children at one of the four branching nodes. This is nonzero whenever $c_3$, $b_3$ and $w$ are.

For the full model, fix this geometry and the radial functions. Then $V_i(S)$ is a polynomial in the remaining weights, and it is nonzero at the point just described. A polynomial that is not identically zero vanishes only on a set of measure zero. So the body order is exactly thirteen for generic weights. A trained model whose cubic weights happen to vanish in either layer has a lower order.

**Q.** A tree-shaped neighbour graph in three dimensions sounds contrived. Show me one, with numbers.

**A.** The diamond lattice supplies it when the cutoff lies between the first and second neighbour distances. Let $\mathbf t_a$, $a=1,\dots,4$, be the tetrahedral bond vectors of length $d$, with $\mathbf t_a\cdot\mathbf t_b=-d^2/3$ for $a\ne b$. Place the root at the origin, four children at $\mathbf t_a$, and twelve outer atoms at $\mathbf t_a-\mathbf t_b$. Then $|\mathbf t_a-\mathbf t_b|^2=2d^2+2d^2/3=8d^2/3$ is both the squared distance between two children and that from the root to an outer atom. Take round model parameters: $d=4.5$ bohr, $r_c=6$ bohr, $w(r)=g(1-r^2/r_c^2)^2$ with $g=2$, $b=(1,\,0.5,\,0.25)$ and $c=(-0.02,\,-0.002,\,-0.0002)$ Ry. They describe no material. The second-neighbour distance is $7.35$ bohr, beyond the cutoff. The program tests that the 17 atoms have exactly the 16 bonds of the construction, and a connected graph with one bond fewer than atoms is a tree.

With everything present, $w=2(1-0.75^2)^2=0.38281$. Each child has four neighbours, so $a=4w=1.53125$ and

$$s=1+1.53125+0.5\times1.53125^2+0.25\times1.53125^3=4.6012 .$$

The root has four such children, $A=4ws=1.53125\times4.6012=7.0456$. The three terms of the energy are $c_1A=-0.1409$, $c_2A^2=-0.0993$ and $c_3A^3=-0.0699$ Ry, and

$$E_i=-0.3101\ \text{Ry}=-4.22\ \text{eV}.$$

For the top term, $w^{12}=9.9045\times10^{-6}$ and $(3!)^4\times(-0.0002)\times0.25^3=-4.05\times10^{-3}$ Ry, so

$$V_{13}=-4.05\times10^{-3}\times9.9045\times10^{-6}=-4.011\times10^{-8}\ \text{Ry}=-5.46\times10^{-7}\ \text{eV}.$$

The independent road is to evaluate $E_i$ on all 65536 sub-clusters that contain the root and form the alternating sums of the definition. That gives $-4.011\times10^{-8}$ Ry for the thirteen-body terms, and the agreement with the formula is one of the program's tests. The largest $|V|$ on sets of 14 to 17 atoms is $2\times10^{-14}$ Ry, six orders of magnitude lower.

**Q.** That checks one coefficient. Does the tree picture also predict which of the smaller clusters contribute?

**A.** On this fragment it predicts all of them. Depth-one nodes land on children, at most three different ones. Depth-two nodes under child $j$ land on neighbours of $j$, which are the root or the three outer atoms of $j$. So $S$ must contain $p\le3$ children and any subset of the $3p$ outer atoms attached to them. Conversely every such set is an image: give each chosen child one branch, and give that branch one node for each chosen outer atom, at most three. Since $w>0$, all $b>0$ and all $c<0$, every tree contributes with the same sign and none can cancel. An $n$-atom set with $p$ children has $n-1-p$ outer atoms, so the number of nonzero $n$-body terms is

$$M_n=\sum_{p=1}^{3}\binom4p\binom{3p}{\,n-1-p\,}.$$

For $n=3$ this is $4\cdot3+6\cdot1=18$; for $n=13$ only $p=3$ survives, $4\cdot1=4$, one for each child left out. Summing over $n$ replaces each second binomial by $2^{3p}$ and gives $4\cdot8+6\cdot64+4\cdot512=2464$. The program tests that the nonzero terms are exactly these sets and that the count at each order is $M_n$. The energy by order is:

| $n$ | clusters | sum of $V$ (Ry) |
|---|---|---|
| 2 | 4 | $-4.77\times10^{-2}$ |
| 3 | 18 | $-8.32\times10^{-2}$ |
| 4 | 52 | $-7.01\times10^{-2}$ |
| 5 | 130 | $-4.84\times10^{-2}$ |
| 6 | 264 | $-3.37\times10^{-2}$ |
| 7 | 426 | $-1.76\times10^{-2}$ |
| 8 | 540 | $-6.73\times10^{-3}$ |
| 9 | 510 | $-2.12\times10^{-3}$ |
| 10 | 336 | $-5.05\times10^{-4}$ |
| 11 | 144 | $-7.27\times10^{-5}$ |
| 12 | 36 | $-5.40\times10^{-6}$ |
| 13 | 4 | $-1.60\times10^{-7}$ |

One consequence deserves notice. The five-atom set made of the root and its four nearest neighbours has $V_i=0$ in this site energy, although thirteen-atom sets contribute. The root has only three branches, and the four neighbours are not neighbours of one another, so no depth-two node can land on the fourth.

**Q.** The thirteen-body terms are half a millionth of the energy. Then the number thirteen is a formality.

With linear readouts, the site energy of a two-layer model with $\nu=3$ has body order exactly thirteen for generic weights, and the diamond fragment confirms which clusters contribute. Still to come are the size of the thirteen-body terms, equivariant features, the total energy, the range of energies and forces, nonlinear readouts, and the comparison with a one-layer expansion.

Numerical values quoted here were computed with a short program.
